# Gauge-origin independence of matrix elements over London orbitals: a numerical check

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
# RESULT UNDER TEST: in a uniform field, matrix elements of 1, pi^2 and 2/r12
# over London orbitals do not contain the gauge origin O. They depend only on
# differences of orbital centres if the phase reference point C moves with
# the molecule; for fixed C a rigid shift gives removable diagonal phases.
# Rydberg units: hbar = 1, 2m = 1, e^2 = 2; lengths in bohr (a0), energy in Ry.
# b = e B / hbar (a0^-2), A_O(r) = b x (r - O) / 2, pi = p + A_O(r).
# London orbital: exp(-i A_O(R).(r - C)) chi(r - R), R = orbital centre.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import erf
from pyscf import gto


def vector_potential(r, b, O):
    return 0.5 * np.cross(b, r - O)


def boys0(z):
    z = np.asarray(z, dtype=complex)
    small = np.abs(z) < 1e-3
    root = np.sqrt(np.where(small, 1.0, z))
    series = 1 - z / 3 + z**2 / 10 - z**3 / 42
    return np.where(small, series, 0.5 * np.sqrt(np.pi) * erf(root) / root)


def gaussian_integrals(alpha, R, b, O, C, london=True):
    """Closed forms for unnormalized s Gaussians, with or without phases."""
    A_at_R = vector_potential(R, b, O)
    wave = A_at_R if london else np.zeros_like(R)
    p = alpha[:, None] + alpha[None, :]
    weighted = alpha[:, None] * R
    P = (weighted[:, None] + weighted[None, :]) / p[..., None]
    k = wave[:, None] - wave[None, :]
    dist2 = np.sum((R[:, None] - R[None, :])**2, axis=-1)
    W = P + 0.5j * k / p[..., None]          # complex centre of the product
    S = (np.pi / p)**1.5 * np.exp(
        -alpha[:, None] * alpha[None, :] / p * dist2
        + 1j * np.sum(k * (P - C), axis=-1) - np.sum(k * k, axis=-1) / (4 * p))
    w = W - R[None, :, :]
    beta = alpha[None, :]
    leftover = (A_at_R - wave)[None, :, :]    # zero for London orbitals
    b2 = b @ b
    T = S * (6 * beta
             + (b2 / 4 - 4 * beta**2) * (np.sum(w * w, axis=-1) + 1.5 / p)
             - 0.25 * ((w @ b)**2 + b2 / (2 * p))
             + 2 * np.sum(leftover * (2j * beta[..., None] * w
                                      + 0.5 * np.cross(b, w)), axis=-1)
             + np.sum(leftover**2, axis=-1))
    n = len(alpha)
    pf, Wf, Sf = p.ravel(), W.reshape(-1, 3), S.ravel()
    rho = pf[:, None] * pf[None, :] / (pf[:, None] + pf[None, :])
    sep2 = np.sum((Wf[:, None] - Wf[None, :])**2, axis=-1)
    G = 4 * Sf[:, None] * Sf[None, :] * np.sqrt(rho / np.pi) * boys0(rho * sep2)
    return S, T, G.reshape(n, n, n, n), p, W


# ---------- direct quadrature of the defining integrals ----------
alpha_t = np.array([0.5, 0.8, 1.1, 0.7])
R_t = np.array([[0.6, -0.3, 0.2], [-0.5, 0.7, -0.4],
                [0.1, 0.4, 0.8], [-0.7, -0.6, 0.3]])
b_t = np.array([0.2, -0.1, 0.3])
zero = np.zeros(3)
O_far = np.array([3.0, -2.0, 4.0])
shift_t = np.array([1.5, -0.8, 2.0])
axis_grid = np.linspace(-7, 7, 41)
step = axis_grid[1] - axis_grid[0]
grid = np.stack(np.meshgrid(*[axis_grid] * 3, indexing="ij"), -1).reshape(-1, 3)


def orbital(m, b, O, C, london=True, p_type=False, move=zero):
    centre = R_t[m] + move
    wave = vector_potential(centre, b, O) if london else zero

    def value(r):
        d = r - centre
        f = np.exp(-1j * ((r - C) @ wave) - alpha_t[m] * np.sum(d * d, axis=-1))
        return f * d[:, 0] if p_type else f
    return value


def apply_pi_squared(f, r, b, O, h=0.01):
    A = vector_potential(r, b, O)
    f0 = f(r)
    out = np.sum(A * A, axis=-1) * f0
    for d in range(3):
        e = np.zeros(3)
        e[d] = h
        f1, g1, f2, g2 = f(r + e), f(r - e), f(r + 2 * e), f(r - 2 * e)
        first = (8 * (f1 - g1) - (f2 - g2)) / (12 * h)
        second = (16 * (f1 + g1) - (f2 + g2) - 30 * f0) / (12 * h * h)
        out = out - second - 2j * A[:, d] * first
    return out


def quad_one_electron(m, n, O, london=True, p_type=False, move=zero):
    r = grid + move
    bra = orbital(m, b_t, O, zero, london, False, move)
    ket = orbital(n, b_t, O, zero, london, p_type, move)
    left = np.conj(bra(r)) * step**3
    return (np.sum(left * ket(r)),
            np.sum(left * apply_pi_squared(ket, r, b_t, O)))


def quad_repulsion(indices, O):
    """Integrate over electron position and spherical separation vector."""
    x, wx = np.polynomial.legendre.leggauss(40)
    s, ws = 4.5 * (x + 1), 4.5 * wx
    c, wc = np.polynomial.legendre.leggauss(24)
    phi = 2 * np.pi * np.arange(24) / 24
    s3, c3, phi3 = np.meshgrid(s, c, phi, indexing="ij")
    sin3 = np.sqrt(1 - c3**2)
    sep = np.stack([s3 * sin3 * np.cos(phi3), s3 * sin3 * np.sin(phi3),
                    s3 * c3], -1).reshape(-1, 3)
    weight = (ws[:, None, None] * wc[None, :, None] * (2 * np.pi / 24)
              * 2 * s3).ravel()

    def factor(m, d, q):
        wave = vector_potential(R_t[m], b_t, O)[d]
        return np.exp(-1j * wave * q - alpha_t[m] * (q - R_t[m, d])**2)
    i, j, k, l = indices
    inner = np.ones(len(sep), dtype=complex)
    for d in range(3):
        first = np.conj(factor(i, d, axis_grid)) * factor(j, d, axis_grid)
        q2 = axis_grid[None, :] + sep[:, d, None]
        second = np.conj(factor(k, d, q2)) * factor(l, d, q2)
        inner *= (second @ first) * step
    return np.sum(weight * inner)


closed = gaussian_integrals(alpha_t, R_t, b_t, zero, zero)
error_S = error_T = error_G = 0.0
for O in (zero, O_far):
    for m, n in ((0, 1), (1, 2), (2, 0), (3, 3)):
        s_val, t_val = quad_one_electron(m, n, O)
        error_S = max(error_S, abs(s_val - closed[0][m, n]))
        error_T = max(error_T, abs(t_val - closed[1][m, n]))
    error_G = max(error_G, abs(quad_repulsion((0, 1, 2, 3), O)
                               - closed[2][0, 1, 2, 3]))
assert error_S < 1e-9
assert error_T < 1e-6       # limited by the finite-difference derivatives
assert error_G < 1e-7

# ordinary orbitals: closed form is right and really depends on O
ordinary = gaussian_integrals(alpha_t, R_t, b_t, O_far, zero, london=False)
t_far = quad_one_electron(0, 1, O_far, london=False)[1]
t_near = quad_one_electron(0, 1, zero, london=False)[1]
assert abs(t_far - ordinary[1][0, 1]) < 1e-6
assert abs(t_far - t_near) > 1e-2

# s-p pair: gauge-origin independence and phase under rigid translation
sp_near = np.array(quad_one_electron(0, 1, zero, p_type=True))
sp_far = np.array(quad_one_electron(0, 1, O_far, p_type=True))
sp_moved = np.array(quad_one_electron(0, 1, O_far, p_type=True, move=shift_t))
k01 = 0.5 * np.cross(b_t, R_t[0] - R_t[1])
assert np.min(np.abs(sp_near)) > 1e-3
assert np.max(np.abs(sp_far - sp_near)) < 1e-6
assert np.max(np.abs(sp_moved - np.exp(1j * k01 @ shift_t) * sp_near)) < 1e-6
assert np.max(np.abs(sp_moved - sp_near)) > 1e-3

# one common gauge factor connects the London orbitals of two gauge origins
points = np.array([[0.3, 0.2, -0.5], [1.0, -0.4, 0.6]])
common = np.exp(0.5j * (points @ np.cross(b_t, O_far)))
for m in range(4):
    ratio = (orbital(m, b_t, O_far, zero)(points)
             / orbital(m, b_t, zero, zero)(points))
    assert np.allclose(ratio, common, atol=1e-12)

# ---------- worked example: H3+, RHF/STO-3G ----------
side = 1.65
nuclei = side * np.array([[0, 0, 0], [1, 0, 0], [0.5, np.sqrt(3) / 2, 0]])
nuclei -= nuclei.mean(axis=0)
field = np.array([0.0, 0.0, 0.1])
shell = np.array(gto.basis.load("sto-3g", "H")[0][1:], dtype=float)
exponents = np.tile(shell[:, 0], 3)
coef = shell[:, 1] * (2 * shell[:, 0] / np.pi)**0.75
self_overlap = (np.pi / (shell[:, 0][:, None] + shell[:, 0][None, :]))**1.5
coef /= np.sqrt(coef @ self_overlap @ coef)
contraction = np.kron(np.eye(3), coef[:, None])


def molecule_integrals(b, O, C=zero, london=True, move=zero):
    atoms = nuclei + move
    S, T, G, p, W = gaussian_integrals(
        exponents, np.repeat(atoms, len(shell), axis=0), b, O, C, london)
    V = np.zeros_like(S)
    for atom in atoms:
        V -= 4 * S * np.sqrt(p / np.pi) * boys0(
            p * np.sum((W - atom)**2, axis=-1))
    X = contraction
    G = np.einsum("ijkl,ia,jb,kc,ld->abcd", G, X, X, X, X, optimize=True)
    return X.T @ S @ X, X.T @ T @ X, X.T @ V @ X, G


def rhf_energy(integrals):
    S, T, V, G = integrals
    h = T + V
    c = eigh(h, S)[1][:, 0]
    D = 2 * np.outer(c, c.conj())
    for _ in range(500):
        F = (h + np.einsum("mnls,sl->mn", G, D)
             - 0.5 * np.einsum("msln,sl->mn", G, D))
        c = eigh(F, S)[1][:, 0]
        D_new = 2 * np.outer(c, c.conj())
        change = np.max(np.abs(D_new - D))
        if change < 1e-11:
            break
        D = 0.5 * (D + D_new)
    assert change < 1e-11
    return 0.5 * np.trace(D @ (h + F)).real + 3 * 2 / side


# library integrals (hartree units) check the zero-field limit
mol = gto.M(atom=[["H", tuple(x)] for x in nuclei], basis="sto-3g",
            charge=1, unit="Bohr", verbose=0)
free = molecule_integrals(zero, zero)
library = (mol.intor("int1e_ovlp"), 2 * mol.intor("int1e_kin"),
           2 * mol.intor("int1e_nuc"), 2 * mol.intor("int2e"))
for mine, reference in zip(free, library):
    assert np.allclose(mine, reference, atol=1e-8)

# overlap derivative with respect to the field, from library dipole integrals
db = np.array([0, 0, 1e-4])
slope = (molecule_integrals(db, O_far)[0]
         - molecule_integrals(-db, O_far)[0]) / (2 * db[2])
dipole = np.moveaxis(mol.intor("int1e_r"), 0, -1)
R_diff = nuclei[:, None] - nuclei[None, :]
predicted_slope = 0.5j * np.cross(R_diff, dipole)[..., 2]
assert np.allclose(slope, predicted_slope, atol=1e-7)
assert np.max(np.abs(slope)) > 1e-2

origins = [np.array([x, 0.0, 0.0]) for x in (0, 5, 10)]
london_sets = [molecule_integrals(field, O) for O in origins]
E_free = rhf_energy(free)
E_london = [rhf_energy(m) for m in london_sets]
E_plain = [rhf_energy(molecule_integrals(field, O, london=False))
           for O in origins]
spread_elements = max(np.max(np.abs(a - c)) for m in london_sets[1:]
                      for a, c in zip(m, london_sets[0]))
assert spread_elements < 1e-11
assert np.ptp(E_london) < 1e-9
assert E_plain[2] - E_plain[0] > 1e-2

move = np.array([3.0, 2.0, 1.0])
O_tied = np.array([0.0, 10.0, 0.0])    # not perpendicular to k of pair 1-2
base = london_sets[0]
moved = molecule_integrals(field, zero, move=move)
comoving = molecule_integrals(field, zero, C=move, move=move)
tied = molecule_integrals(field, O_tied, C=O_tied)
u = np.exp(-0.5j * (np.cross(field, nuclei) @ move))
for a, c in zip(moved[:3], base[:3]):
    assert np.allclose(a, u.conj()[:, None] * c * u[None, :], atol=1e-11)
assert np.allclose(moved[3], np.einsum("a,b,c,d,abcd->abcd", u.conj(), u,
                                       u.conj(), u, base[3]), atol=1e-11)
for a, c in zip(comoving, base):
    assert np.allclose(a, c, atol=1e-11)
k_pairs = 0.5 * np.cross(field, R_diff)
for a, c in zip(tied[:3], base[:3]):
    assert np.allclose(a, np.exp(-1j * (k_pairs @ O_tied)) * c, atol=1e-11)
assert abs(moved[0][0, 1] - base[0][0, 1]) > 1e-3
assert abs(tied[0][0, 1] - base[0][0, 1]) > 1e-3
E_moved, E_tied = rhf_energy(moved), rhf_energy(tied)
assert max(abs(E_moved - E_london[0]), abs(E_tied - E_london[0])) < 1e-9


def loop_phase(S):
    return np.angle(S[0, 1] * S[1, 2] * S[2, 0])


area = 0.5 * np.cross(nuclei[1] - nuclei[0], nuclei[2] - nuclei[0])
flux = field @ area
for m in (base, moved, tied):
    assert abs(loop_phase(m[0]) - flux) < 1e-11


def show(z):
    return f"{z.real:.6f} {z.imag:+.6f}i"


tesla = const.hbar / (const.e * const.physical_constants["Bohr radius"][0]**2)
ry_ev = const.physical_constants["Rydberg constant times hc in eV"][0]
k12 = k_pairs[0, 1]
print(f"Quadrature error, overlap: {error_S:.1e} a0^3")
print(f"Quadrature error, pi^2: {error_T:.1e} Ry a0^3")
print(f"Quadrature error, repulsion: {error_G:.1e} Ry a0^6")
print("H3+ RHF/STO-3G")
print(f"Side: {side:.2f} a0")
for i, x in enumerate(nuclei, 1):
    print(f"Nucleus {i}: ({x[0]:.6f}, {x[1]:.6f}, {x[2]:.6f}) a0")
print(f"Field b_z: {field[2]:.3f} a0^-2")
print(f"Field B_z: {field[2] * tesla:.4e} T")
print(f"k12: ({k12[0]:.6f}, {k12[1]:.6f}, {k12[2]:.6f}) a0^-1")
print(f"Zero-field energy: {E_free:.8f} Ry")
for O, el, ep in zip(origins, E_london, E_plain):
    print(f"O_x = {O[0]:.0f} a0: London {el:.8f} Ry, ordinary {ep:.8f} Ry")
print(f"London energy at O=0: {E_london[0] * ry_ev:.5f} eV")
print(f"London field shift: {E_london[0] - E_free:.8f} Ry")
rise = E_plain[2] - E_plain[0]
print(f"Ordinary rise, O_x 0 to 10 a0: {rise:.6f} Ry = {rise * ry_ev:.4f} eV")
print(f"Largest London element change with O < 1e-11: {spread_elements < 1e-11}")
for O, m in zip(origins, london_sets):
    print(f"O_x = {O[0]:.0f} a0: S12 = {show(m[0][0, 1])}")
    print(f"  pi^2_12 = {show(m[1][0, 1])} Ry")
    print(f"  (12|23) = {show(m[3][0, 1, 1, 2])} Ry")
print(f"Rigid shift: ({move[0]:.0f}, {move[1]:.0f}, {move[2]:.0f}) a0")
print(f"Phase k12.shift: {k12 @ move:.6f} rad")
print(f"S12 shifted, C fixed: {show(moved[0][0, 1])}")
print(f"S12 shifted, C comoving: {show(comoving[0][0, 1])}")
print(f"Phase -k12.O for C = O, O_y = {O_tied[1]:.0f} a0: {-k12 @ O_tied:.6f} rad")
print(f"S12 with C = O, O_y = {O_tied[1]:.0f} a0: {show(tied[0][0, 1])}")
print(f"Energy shifted, C fixed: {E_moved:.8f} Ry")
print(f"Energy with C = O, O_y = {O_tied[1]:.0f} a0: {E_tied:.8f} Ry")
print(f"Triangle area: {area[2]:.6f} a0^2")
print(f"Flux phase b.area: {flux:.6f} rad")
print(f"Loop phase S12 S23 S31: {loop_phase(base[0]):.6f} rad")
print(f"dS12/db_z at b=0: {show(slope[0, 1])} a0^2")
print("success")
```

Output:

```
Quadrature error, overlap: 8.4e-15 a0^3
Quadrature error, pi^2: 5.5e-09 Ry a0^3
Quadrature error, repulsion: 9.2e-13 Ry a0^6
H3+ RHF/STO-3G
Side: 1.65 a0
Nucleus 1: (-0.825000, -0.476314, 0.000000) a0
Nucleus 2: (0.825000, -0.476314, 0.000000) a0
Nucleus 3: (0.000000, 0.952628, 0.000000) a0
Field b_z: 0.100 a0^-2
Field B_z: 2.3505e+04 T
k12: (0.000000, -0.082500, 0.000000) a0^-1
Zero-field energy: -2.47509540 Ry
O_x = 0 a0: London -2.46609246 Ry, ordinary -2.46487161 Ry
O_x = 5 a0: London -2.46609246 Ry, ordinary -2.39984854 Ry
O_x = 10 a0: London -2.46609246 Ry, ordinary -2.19190671 Ry
London energy at O=0: -33.55290 eV
London field shift: 0.00900294 Ry
Ordinary rise, O_x 0 to 10 a0: 0.272965 Ry = 3.7139 eV
Largest London element change with O < 1e-11: True
O_x = 0 a0: S12 = 0.572086 +0.022492i
  pi^2_12 = 0.334015 +0.013132i Ry
  (12|23) = 0.397573 +0.024566i Ry
O_x = 5 a0: S12 = 0.572086 +0.022492i
  pi^2_12 = 0.334015 +0.013132i Ry
  (12|23) = 0.397573 +0.024566i Ry
O_x = 10 a0: S12 = 0.572086 +0.022492i
  pi^2_12 = 0.334015 +0.013132i Ry
  (12|23) = 0.397573 +0.024566i Ry
Rigid shift: (3, 2, 1) a0
Phase k12.shift: -0.165000 rad
S12 shifted, C fixed: 0.568011 -0.071780i
S12 shifted, C comoving: 0.572086 +0.022492i
Phase -k12.O for C = O, O_y = 10 a0: 0.825000 rad
S12 with C = O, O_y = 10 a0: 0.371671 +0.435487i
Energy shifted, C fixed: -2.46609246 Ry
Energy with C = O, O_y = 10 a0: -2.46609246 Ry
Triangle area: 1.178877 a0^2
Flux phase b.area: 0.117888 rad
Loop phase S12 S23 S31: 0.117888 rad
dS12/db_z at b=0: 0.000000 +0.225572i a0^2
success
```
